The ground-state hyperfine splitting of positronium, compared with hydrogen

**Problem**

Positronium is the bound state of an electron and a positron, each of mass m. (a) Find E(1³S₁) − E(1¹S₀), the ground-state splitting between total spin 1 and total spin 0, to leading order in α. (b) Compare it with the hydrogen hyperfine splitting, and decide how much of the ratio is explained by the masses.

Units are ħ = c = 1 with e² = 4πα, so the Coulomb attraction is −α/r. Bodies 1 and 2 have masses m₁, m₂, spins S₁, S₂ and reduced mass m_r = m₁m₂/(m₁+m₂); M is the proton mass.

**First estimate by scaling**

A particle of charge q, mass m_i and g factor g_i has moment μ_i = g_i(q/2m_i)S_i. Two dipoles a distance a apart interact with an energy of order μ₁μ₂/a³, and the 1s radius is a = 1/(m_r α), as derived below. Hence

ΔE ∝ g₁g₂ α⁴ m_r³/(m₁m₂).

For positronium the scale is mα⁴. The unknown pure number cancels in the ratio to hydrogen. Replacing the proton (g_p = 5.586) by a positron (g = 2) multiplies the partner's moment by (M/m)(2/g_p) = 1836.15 × 0.35806 = 657.45. It lowers m_r/m from 0.999456 to 0.5, which multiplies 1/a³ by 0.12520. The estimated ratio is 657.45 × 0.12520 = 82.3. The measured splittings are roughly 200 GHz and 1.4 GHz, a ratio well above one hundred, so something is missing.

**Exact solution at leading order**

At order e² the pair can exchange one photon or annihilate into one. In the exchange, retardation is negligible at leading order, because the energy transferred (~mα²) is small against the momentum (~mα). A term linear in one spin must be S·L, since r×p is the only axial vector available, and it vanishes for L = 0. The term bilinear in the spins is the dipole interaction.

*Contact density.* Put u = r e^(−r/a) into −u″/2m_r − αu/r = εu. Since u″ = (−2/a + r/a²)e^(−r/a), the terms without a factor r cancel if 1/(m_r a) = α. With ∫4πr²e^(−2r/a)dr = πa³,

|ψ(0)|² = 1/(πa³) = (m_r α)³/π,

which is m³α³/8π for positronium (m_r = m/2).

*Moments.* The Dirac Hamiltonian is α·π + βm with π = −i∇ − qA, β = diag(1,−1), and α_i having σ_i in both off-diagonal blocks. For upper and lower components φ, χ,

(E − m)φ = σ·π χ,  (E + m)χ = σ·π φ.

For E near +m, χ ≈ σ·πφ/2m and E − m = (σ·π)²/2m. Use σ_iσ_j = δ_ij + iε_ijk σ_k and [π_i,π_j] = iq(∂_iA_j − ∂_jA_i) = iqε_ijl B_l:

(σ·π)² = π² + (i/2)ε_ijk[π_i,π_j]σ_k = π² + (i/2)(iq)(2B_k)σ_k = π² − qσ·B.

The spin energy −(q/m)S·B = −μ·B means g = 2, and μ₁ = −(e/m)S₁ for the electron (q = −e). For E near −m the same elimination gives E = −m − (σ·π)²/2m. A positron is a vacancy in such a state, with opposite energy and opposite spin S₂ = −σ/2. Its spin energy is −(q/2m)σ·B = (q/m)S₂·B, so μ₂ = +(e/m)S₂.

*Dipole field in an S state.* A point dipole has current ∇×(μ₂δ³), and ∇²A = −current gives A = ∇×(μ₂/4πr) = μ₂×r/4πr³. The origin is singular, so write A = f(r) μ₂×r with f finite at r = 0 and equal to 1/4πr³ beyond a radius much smaller than a. With ∇×(μ₂×r) = 3μ₂ − μ₂ = 2μ₂ and r̂×(μ₂×r̂) = μ₂ − r̂(r̂·μ₂),

B = 2fμ₂ + r f′[μ₂ − r̂(r̂·μ₂)].

The S-state density is spherical, and the angular average of r̂_i r̂_j is δ_ij/3:

B̄ = (2f + (2/3)r f′)μ₂ = (2/3)μ₂ (r³f)′/r².

This vanishes wherever r³f is constant: the long-range dipole field averages out. Near the origin |ψ|² may be replaced by |ψ(0)|², and r³f rises from 0 to 1/4π:

⟨B⟩ = 4π|ψ(0)|²(2/3)μ₂(1/4π) = (2/3)μ₂|ψ(0)|².

*Magnetic splitting.* With μ₁ = −g₁(e/2m₁)S₁ and μ₂ = +g₂(e/2m₂)S₂,

−μ₁·⟨B⟩ = +(2/3)(g₁g₂e²/4m₁m₂)|ψ(0)|² S₁·S₂.

From S₁·S₂ = [S(S+1) − 3/2]/2 the values are +1/4 (triplet) and −3/4 (singlet), which differ by 1. Inserting e² = 4πα and |ψ(0)|²,

ΔE_mag = (2/3) g₁g₂ α⁴ m_r³/(m₁m₂).

For positronium (2/3)·4·(1/8) = 1/3, so ΔE_mag = mα⁴/3 with the triplet higher.

*Annihilation current.* In a box of volume V take the four Dirac modes at rest: operators b_s for the upper components (energy +m) and c_t for the lower ones (energy −m), with both c modes filled in the vacuum |0⟩. The current ∫ψ†αψ equals b†σc + c†σb. A pair state is

|C⟩ = Σ C_st b†_s c_t|0⟩,  tr C†C = 1.

Only c†σb can return it to the vacuum. There b_s′b†_s → δ_s′s and ⟨0|c†_t′c_t|0⟩ = δ_t′t, so

J_i = ⟨0|∫ψ†α_iψ|C⟩ = Σ (σ_i)_ts C_st = tr(σ_i C).

The spin operator is S = b†(σ/2)b + c†(σ/2)c, and S|0⟩ = 0 for the filled shell. From [S_k,b†_s] = b†_s′(σ_k/2)_s′s and [S_k,c_t] = −(σ_k/2)_tt′c_t′, S_k maps C to [σ_k,C]/2. The matrix C = 1/√2 is mapped to zero and is the singlet. For σ_j, [σ_k,σ_j]/2 = iε_kjl σ_l, and a second application summed over k gives −ε_kjl ε_klm σ_m = 2σ_j = S(S+1)σ_j with S = 1. So C = σ·n/√2 with n*·n = 1 is the triplet. Since tr σ_i = 0 and tr σ_iσ_j = 2δ_ij,

singlet: J = 0;  triplet: J = √2 n, |J|² = 2.

The current is a vector, and only spin 1 can feed it.

*The virtual photon.* A photon of zero momentum has a singular normalization, so give the pair a small total momentum K and energy E, set ω = |K|, and use Coulomb gauge. The coupling is −q∫j·A, and each transverse mode of polarization ε enters A with amplitude ε/√(2ωV). Let J and J′ belong to the initial and final pairs, both of energy E. Second-order perturbation theory has two intermediate states. Either the initial pair becomes a photon of momentum K, with denominator E − ω, or the vacuum first emits the final pair and a photon of momentum −K, with denominator E − (2E + ω). Both numerators are e²(ε·J′)*(ε·J)/2ωV with the same sign, because pairs of fermion operators in different modes commute. The other ways of pairing the operators give photon exchange, already counted, or act on the vacuum or on one particle alone, independently of the total spin. Summing over the two ε selects the part J_T perpendicular to K:

W_T = (e²/V) J′_T*·J_T (1/2ω)[1/(E−ω) − 1/(E+ω)] = (e²/V) J′_T*·J_T/(E² − ω²),

because the bracket equals 2ω/(E² − ω²).

The instantaneous Coulomb energy is (e²/2V)Σ_k ρ_k†ρ_k/k², with ρ_k = ∫ψ†ψ e^(−ik·x). The initial pair is removed by ρ_K and the final one created by ρ_K† = ρ_(−K). This product occurs at k = K and at k = −K, which cancels the 1/2 and leaves W_C = (e²/V)ρ′*ρ/K². For an electron of momentum p₁ in the spinor u and a vacancy of momentum p₂, that is an emptied spinor v of momentum −p₂, one has ρ = v†u and J = v†αu. With H(p) = α·p + βm, H(p₁)u = E₁u, H(−p₂)v = −E₂v and K = p₁ + p₂,

v†[H(p₁) − H(−p₂)]u = (E₁ + E₂)ρ = K·J.

This is current conservation, ρ = |K|J_L/E, with J_L the component along K. So W_C = (e²/V)J′_L*J_L/E². As K → 0 and E → 2m the two denominators coincide, the direction of K drops out, and

W = (e²/V) J′*·J/4m²,

which is e²/(2m²V) between equal triplet states and 0 for the singlet.

The sign is that of E² − ω²: the one-photon state lies below the pair and pushes it up by more than the two-pair state pushes it down. A model tests this. The four rest modes are coupled weakly to three oscillators of frequency ω (coupling e/√(2ωV) = 10⁻³m, so that second order holds) and diagonalized numerically. In units e²/(Vm²) the triplet-singlet shift is 0.5115, 0.5952 and −0.4000 for ω = 0.3m, 0.8m and 3m, as 2/(4 − ω²/m²) predicts; the sign reverses above ω = 2m.

*Bound state.* Write the state as Σ_p φ(p)|pair with relative momentum p⟩, so that ψ(r) = V^(−1/2)Σφ(p)e^(ip·r). For p ≪ m, W does not depend on p or p′, and

ΔE_ann = W|Σφ|² = WV|ψ(0)|² = (2πα/m²)(m³α³/8π) = mα⁴/4.

The replacement fails for p of order m. The transform of e^(−r/a) is proportional to (p² + 1/a²)^(−2), so ∫p²φ dp is of order a in total and of order 1/m from that region, a fraction of order α of Σφ.

*Result (a).* Both terms raise the triplet:

E(1³S₁) − E(1¹S₀) = (1/3 + 1/4)mα⁴ = (7/12)mα⁴.

With mc²/h = 1.235590×10¹¹ GHz and α⁴ = 2.835707×10⁻⁹, mc²α⁴/h = 350.38 GHz. The parts are 350.377/3 = 116.79 GHz and 350.377/4 = 87.59 GHz, and their sum is 204.4 GHz, or 0.8453 meV. These digits are those of the leading-order formula. Terms of relative order α, such as the anomalous moments, two-photon processes and the high-momentum region above, are omitted, so the formula describes the real atom only to the order of one percent of the splitting.

*Result (b).* The electron current has no matrix element between an electron-proton state and the vacuum, so hydrogen has no annihilation term. The proton is treated as a dipole much smaller than a, with m₂ = M, g₂ = g_p and reduced mass m_H:

ΔE_H = (4/3)g_p(m/M)(m_H/m)³mα⁴,

(4/3) × 5.585695 × 0.999456³ × 350.377 GHz/1836.1527 = 1.419 GHz,

or 0.005868 meV; as in (a), these digits, and those for muonium below, are those of the leading-order formula, which omits terms of relative order α. Dividing (7/12)mα⁴ = (7/4)(4/3)·2·(1/2)³mα⁴ by this,

ΔE_Ps/ΔE_H = (M/m)(2/g_p)(m/2m_H)³(7/4) = 1836.15 × 0.35806 × 0.12520 × 1.75 = 144.

The program checks the density, the moment identity, the factor 2/3, the current and the kernel W by independent means, and its assembled numerical route gives 204.39 GHz and 1.4188 GHz.

**Comparison**

The magnetic formula has exactly the estimated form, with the pure number 2/3, so the estimated ratio 82.3 is the leading-order ratio of the magnetic parts, 116.79/1.4188. The picture behind the estimate needs one repair: the dipole field at distance a averages to zero over an S state, and in the form −μ₁·B the whole energy comes from contact, where |ψ(0)|² = 1/πa³ supplies the same power of a. This location belongs to the form chosen: integration by parts turns the same energy into −∫j·A with the electron's magnetization current j = ∇×(μ₁|ψ|²), and then a share e^(−2r/a) comes from beyond radius r.

With x = m₂/m and an electron as body 1, m_r = mx/(1+x) and the mass law reads ΔE_mag = (4/3)g₂ mα⁴ x²/(1+x)³. For x ≫ 1 it falls as 1/x, because the radius has stopped changing and only the partner's moment shrinks. Muonium (x = 206.77, g₂ = 2) lies in this regime: (8/3) × 0.995187³ × 350.377 GHz/206.7683 = 4.454 GHz. At x = 1 the mass factor is 1/8, an eighth of the extrapolated 1/x, since the atom has doubled in size.

The masses alone give a factor (M/m)(m/2m_H)³ = 1836.15 × 0.12520 = 229.9, more than the full ratio of 144. The larger g factor of the proton, through 2/g_p = 0.35806, reduces this to 82.3, so masses and g factors together stay below one hundred, and the last factor 7/4 comes from annihilation. Scaling the hydrogen value yields 4/7 of the positronium splitting. The remaining 3/7 is annihilation, which has the same size α|ψ(0)|²/m² as the dipole term when both masses are m, and which cannot be inferred from hydrogen because it requires a particle bound to its own antiparticle.

Values computed for the example and the checks

```
alpha = 7.297352564e-03; 1/alpha = 137.035999; alpha^4 = 2.835707e-09
m c^2 = 510998.95 eV; m c^2/h = 1.235590e+11 GHz
m c^2 alpha^4/h = 350.377 GHz
m_p/m = 1836.1527; m_mu/m = 206.7683; g_p = 5.585695
Ps: mu/m = 0.500000; radius = 2.000000 a0; |psi(0)|^2 = 0.039789 a0^-3 (grid 0.039789)
Mu: mu/m = 0.995187; radius = 1.004836 a0; |psi(0)|^2 = 0.313736 a0^-3 (grid 0.313733)
H: mu/m = 0.999456; radius = 1.000545 a0; |psi(0)|^2 = 0.317790 a0^-3 (grid 0.317787)
contact coefficient by quadrature = 0.66666 (dimensionless)
S1.S2 singlet, triplet = -0.75, 0.25
|<0|j|pair>|^2 singlet, triplet = 0.000, 2.000
model shift, w = 0.3 m: exact 0.51151, 2/(4-w^2) = 0.51151 e^2/(V m^2)
model shift, w = 0.8 m: exact 0.59524, 2/(4-w^2) = 0.59524 e^2/(V m^2)
model shift, w = 3.0 m: exact -0.40000, 2/(4-w^2) = -0.40000 e^2/(V m^2)
model shift, w -> 0: 0.50000 e^2/(V m^2)
spinor kernel eigenvalues at small K = 0.00000, 0.50000, 0.50000, 0.50000 1/m^2
Ps magnetic part = 116.792 GHz (numerical route 116.79 GHz)
Ps annihilation part = 87.594 GHz (numerical route 87.59 GHz)
Ps total = 204.387 GHz = 0.84528 meV (numerical route 204.39 GHz)
H splitting = 1.41884 GHz = 0.0058679 meV (numerical route 1.4188 GHz)
muonium splitting (g=2) = 4.4538 GHz (numerical route 4.4538 GHz)
factor 2/g_p = 0.358058; moment ratio (m_p/m)(2/g_p) = 657.448
density ratio Ps/H = 0.125204; annihilation factor = 1.75
ratio Ps magnetic / H = 82.32
ratio Ps total / H = 144.05
```
